# Why Domain Splitting Can Destroy Voltage Amplification in a Ferroelectric Gate Stack

**Q.** I have a ferroelectric capacitor on top of a transistor gate, with a metal layer between them. I am told that the inner metal can swing by more than the voltage I apply. Where does that come from?

**A.** Take the film as uniform first. Let $P$ be its polarization, which I treat as the whole charge per area on its electrodes, and let its energy per volume be

$$u(P)=-\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4,\qquad \alpha,\beta>0 .$$

The minima are at $P=\pm P_0$ with $P_0^2=\alpha/\beta$. The film has thickness $t$. I replace the transistor by a linear capacitance $C$ per area, ignore leakage, and change the voltage slowly enough for the stack to stay at a local energy minimum.

If $m$ is the mean polarization, the inner metal sits at $V_{\rm int}=m/C$. The film takes the rest of the applied voltage, $tE(m)$, where $E$ is the field in the film:

$$V=\frac{m}{C}+tE(m).$$

Call $c=dE/dm$ the film curvature, since it is the second derivative of the film's energy density with respect to $m$. Then $dV/dm=1/C+tc$, and the amplification is

$$A=\frac{dV_{\rm int}}{dV}=\frac{1/C}{1/C+tc}=\frac{1}{1+tCc}.$$

For the uniform film $E=u'(m)$, so $c=-\alpha+3\beta m^2$. At zero bias $c=-\alpha$ and

$$A=\frac{1}{1-\alpha tC}.$$

This exceeds one if $\alpha tC<1$. If $\alpha tC>1$, the total curvature $1/C-\alpha t$ is negative and the state $m=0$ is unstable.

I shall use round model parameters: $\alpha=2\times10^{9}$ m/F, $P_0=0.2$ C/m², $t=10$ nm and $C=0.03$ F/m². They give $\beta=\alpha/P_0^2=5\times10^{10}$ m⁵/(F C²) and $\alpha tC=0.6$, hence $A=1/0.4=2.5$.

**Q.** So I match the capacitances, the total curvature is positive, and the negative-curvature state is stable. What is left to go wrong?

**A.** That argument tests one kind of disturbance, a change of $m$. Divide the film into two equal cells with polarizations $P_1$ and $P_2$, and write

$$m=\frac{P_1+P_2}{2},\qquad d=\frac{P_1-P_2}{2}.$$

Let a difference between the cells cost $Kd^2/2$ per volume, where $K$ stands for the stiffness of the lattice against lateral variation. With $P_{1,2}=m\pm d$, the odd powers of $d$ cancel in the averages:

$$\frac{P_1^2+P_2^2}{2}=m^2+d^2,\qquad \frac{P_1^4+P_2^4}{2}=m^4+6m^2d^2+d^4 .$$

The energy per area of the stack, including the work of the voltage source, is therefore

$$G=t\left[-\frac{\alpha m^2}{2}+\frac{\beta m^4}{4}+\frac{(K-\alpha+3\beta m^2)d^2}{2}+\frac{\beta d^4}{4}\right]+\frac{m^2}{2C}-Vm .$$

The inner metal is an equipotential, so the capacitor below it sees the total charge and nothing else. Its energy contains $m$ but not $d$. At $d=0$ the mixed derivative $\partial^2G/\partial m\,\partial d$ vanishes, and the two curvatures are

$$\frac{\partial^2G}{\partial m^2}=t(-\alpha+3\beta m^2)+\frac1C,\qquad \frac{\partial^2G}{\partial d^2}=t(K-\alpha+3\beta m^2).$$

Capacitance matching makes the first positive. The second does not contain $C$: at a given $m$, matching does nothing for it. At zero bias the uniform state needs $K>\alpha$ as well. If $K<\alpha$ it is a saddle: one cell goes up, the other goes down, and the load capacitor does not resist because the total charge need not change.

For a film with $K=1.2\alpha$ at $V=1$ V, the uniform solution has $m=0.0648$ C/m², so $3\beta m^2=0.63\times10^9$ m/F. The curvatures are

$$10^{-8}(-2+0.63)\times10^9+33.3=19.6\ \text{m}^2/\text{F}$$

for $m$ and $10^{-8}(0.4+0.63)\times10^9=10.3$ m²/F for $d$. Both are positive, and the inner metal stands at $0.0648/0.03=2.16$ V.

**Q.** Suppose my film is on the wrong side, $K<\alpha$. Does the amplification disappear as soon as it splits?

**A.** No. We have to find the curvature of the split state. Setting $\partial G/\partial d=0$ with $d\neq0$ gives

$$K-\alpha+3\beta m^2+\beta d^2=0\quad\Rightarrow\quad d^2=\frac{\alpha-K}{\beta}-3m^2 .$$

Write $X=\alpha-K-3\beta m^2$, so that $d^2=X/\beta$. The two $d$-terms in the bracket become $-X^2/(2\beta)+X^2/(4\beta)=-X^2/(4\beta)$. The film's energy density as a function of $m$ is then

$$f(m)=-\frac{\alpha m^2}{2}+\frac{\beta m^4}{4}-\frac{X^2}{4\beta}.$$

Since $dX/dm=-6\beta m$, the last term contributes $+3mX$ to the derivative:

$$E=f'(m)=-\alpha m+\beta m^3+3m(\alpha-K-3\beta m^2)=(2\alpha-3K)m-8\beta m^3 .$$

One more derivative gives

$$c=2\alpha-3K-24\beta m^2 .$$

At $m=0$ this starts from $-\alpha$ at $K=\alpha$, where it joins the uniform result, and rises as the coupling weakens. For $2\alpha/3<K<\alpha$ the film is split but still amplifies. For $K<2\alpha/3$ the curvature is positive and $A<1$.

At zero bias, inserting $c$ in $A=1/(1+tCc)$ gives:

- $K=0.8\alpha$: $c=-0.4\alpha$, $A=1/(1-0.24)=1.32$.
- $K=0.5\alpha$: $c=0.5\alpha$, $A=1/(1+0.30)=0.77$.
- $K=0.1\alpha$: $c=1.7\alpha$, $A=1/(1+1.02)=0.50$.

With no coupling, $c=2\alpha$ and $A=1/2.2=0.45$. Each cell then sits in its own energy minimum, where $u''(\pm P_0)=-\alpha+3\beta P_0^2=2\alpha$, and the film responds as an ordinary dielectric.

**Q.** Are those values good over the whole voltage range?

**A.** No, because $c$ falls as $m$ grows. At 1 V, numerical minimisation of $G$ gives inner voltages of 0.81 V for $K=0.5\alpha$ and 0.50 V for $K=0.1\alpha$. For $K=0.8\alpha$ it gives 2.16 V, the same as for the uniform film. The split has closed: at $m=0.0648$ C/m² we have $3\beta m^2=0.63\times10^9$ m/F, which exceeds $\alpha-K=0.4\times10^9$ m/F, so the formula for $d^2$ has no real solution.

For this $K$ it does not close smoothly, however; with our parameters a smooth closing needs $K>(6\alpha-1/(tC))/5=0.87\alpha$. The stability condition derived below puts the end of the split branch for $K=0.8\alpha$ at $V=0.78$ V, where $d$ is still finite and the film jumps to the uniform state. Weaker coupling moves this jump to higher voltage, and for $K<2\alpha/3$ the approach to it starts from $A<1$. On the split branch,

$$V=\frac mC+t\left[(2\alpha-3K)m-8\beta m^3\right].$$

Take $K=0.1\alpha$, for which $2\alpha-3K=3.4\times10^9$ m/F. The film curvature vanishes, and $A$ returns to one, at

$$m^2=\frac{2\alpha-3K}{24\beta}=\frac{3.4\times10^9}{1.2\times10^{12}},\qquad m=0.053\ \text{C/m}^2,$$

which corresponds to $V=2.98$ V. Beyond this point $A>1$. The branch loses stability when $c+1/(tC)=0$, that is, when

$$m^2=\frac{2\alpha-3K+1/(tC)}{24\beta}=\frac{(3.4+3.33)\times10^9}{1.2\times10^{12}},\qquad m=0.075\ \text{C/m}^2,$$

at $V=3.36$ V. Halfway between the two voltages, $A=1.37$. At the upper one the cell that pointed against the field jumps over. So this model does have a window of amplification at large bias, but it is the approach to an abrupt switching event.

**Q.** Your cells have fixed areas. In my films the domain walls move. Does that make the loss worse?

**A.** It changes the answer, and in the other direction: in a strip of constant width, while the wall is free and far from the ends of the film, the attenuation goes away, but the amplification does not come back. Let a fraction $x$ of the area have polarization $P_1$ and the rest $P_2$, so that $m=xP_1+(1-x)P_2$. Let $w(x)$ be the energy per volume that depends on the wall's position. I take the wall as thin and describe its cost by $w$ instead of $K$. The stack energy is

$$\frac Gt=xu(P_1)+(1-x)u(P_2)+w(x)+\frac{m^2}{2Ct}-\frac{Vm}{t}.$$

The last two terms have the derivative $-E$ with respect to $m$, where $E=(V-m/C)/t$. Using $\partial m/\partial P_1=x$, $\partial m/\partial P_2=1-x$ and $\partial m/\partial x=P_1-P_2$, stationarity gives

$$u'(P_1)=u'(P_2)=E,\qquad u(P_1)-u(P_2)+w'(x)=E(P_1-P_2).$$

Suppose first that the wall has no preferred place, $w'=0$. Then one straight line of slope $E$ touches the curve $u(P)$ at both $P_1$ and $P_2$. The difference between the curve and the line is a quartic with two double roots:

$$u(P)-EP-\text{const}=\frac\beta4(P-P_1)^2(P-P_2)^2 .$$

The left side has no cubic term, so $P_1+P_2=0$. The right side is then $\frac\beta4(P^2-P_1^2)^2$, which has no linear term, so $E=0$. With $u'(P_1)=0$ and $P_1\ne P_2$, the domains sit at $\pm P_0$.

The film therefore carries no voltage. All of $V$ appears on the inner metal, $V_{\rm int}=V$ and $A=1$. Added charge enters through wall displacement: $m=P_0(2x-1)$, so in a film of lateral length $L$ a wall that starts at the centre moves by

$$L\left(x-\tfrac12\right)=\frac{Lm}{2P_0}.$$

For $L=40$ nm and $V=3$ V we have $m=CV=0.09$ C/m², and the wall moves $40\times0.09/0.4=9$ nm. The polarization inside each domain stays at 0.2 C/m² in magnitude. No region is held on the negative-curvature part of $u(P)$, apart from the thin wall. This is not the only local minimum. Above about 2.3 V, where $3\beta m^2>\alpha$, the uniform state is locally stable too. At 3 V it has $V_{\rm int}=4.5$ V and $A=0.83$. In the continuous 40 nm film treated below it has a higher energy than the state with the wall.

**Q.** And if defects hold the wall back?

**A.** Let $w$ have a minimum at $x=\tfrac12$ and apply a small voltage. Both domain polarizations shift by $E/u''(\pm P_0)=E/(2\alpha)$. Because $u'(\pm P_0)=0$, these shifts do not change $u(P_1)-u(P_2)$ to first order. The condition on $x$ becomes $w''\,\delta x=2P_0E$, and the charge is

$$m=2P_0\,\delta x+\frac{E}{2\alpha}=\left(\frac{4P_0^2}{w''}+\frac1{2\alpha}\right)E .$$

Hence

$$c=\left(\frac{4P_0^2}{w''}+\frac{1}{2\alpha}\right)^{-1}>0,\qquad A<1 .$$

A stiff restoring energy gives $c\to2\alpha$, the stuck wall of the uncoupled cells. A soft one gives $c\to0$ and $A\to1$.

As a concrete case, let there be a built-in field $E_b(y)=-g(y-L/2)$ along the film, with the positive domain on the left. Its energy per volume is $-\frac1L\int E_bP\,dy$. Moving the wall from $Y$ to $Y+dY$ replaces $-P_0$ by $+P_0$ there, so the energy changes by $-2P_0E_b(Y)\,dY/L$. With $Y=xL$ this means

$$w'(x)=-2P_0E_b(xL)=2P_0gL\left(x-\tfrac12\right),\qquad w''=2P_0gL .$$

For $L=40$ nm and a built-in field of $5\times10^7$ V/m at the film ends, $gL=10^8$ V/m. Then $4P_0^2/w''=2P_0/(gL)=4\times10^{-9}$ F/m and $1/(2\alpha)=0.25\times10^{-9}$ F/m. This gives $c=2.35\times10^8$ m/F and $A=1/(1+0.071)=0.934$. With twice the built-in field the formula gives 0.882.

**Q.** Real walls have a finite width, and $K$ is not something I can look up. Can you do without the cells?

**A.** Yes. Let $P(y)$ vary continuously along the film and charge an energy $kP'^2/2$ per volume for its gradient, with free ends, $P'=0$. Minimising the energy gives

$$-\alpha P+\beta P^3-kP''=E .$$

Around a uniform state, the softest disturbance that leaves the mean unchanged is $\cos(\pi y/L)$. Its stiffness is $k(\pi/L)^2-\alpha+3\beta m^2$, so $k(\pi/L)^2$ plays the part of $K$ at the threshold. At zero bias the uniform state is lost for

$$L>\pi\sqrt{k/\alpha}.$$

With $k=2\times10^{-9}$ m³/F, $\xi=\sqrt{k/\alpha}=1$ nm and the critical length is 3.14 nm.

For the split film, set $p=P/P_0$. At zero field $\xi^2p''=-p+p^3$. Multiplying by $2p'$ and integrating from an end, where $p'=0$ and $|p|=p_e$, gives

$$\xi^2p'^2=b-p^2+\tfrac12p^4,\qquad b=p_e^2-\tfrac12p_e^4 .$$

A small field $\delta E$ produces $\delta P=s(y)\,\delta E/\alpha$, where linearising the field equation gives

$$-\xi^2s''+(3p^2-1)s=1,\qquad s'=0\ \text{at the ends.}$$

Try $s=S(1-p^2)$. It meets the end conditions because $s'=-2Spp'$. The first term is

$$-\xi^2s''=2S\xi^2(p'^2+pp'')=S(2b-4p^2+3p^4),$$

and the second is $(3p^2-1)s=S(4p^2-3p^4-1)$. The powers of $p$ cancel in the sum, leaving $S(2b-1)=1$. Since $2b-1=-(1-p_e^2)^2$, we have $S=-1/(1-p_e^2)^2$. Averaging $\delta P$ over the film and inverting gives

$$c=\frac{\delta E}{\delta m}=-\alpha\,\frac{(1-p_e^2)^2}{1-\langle p^2\rangle}.$$

**Q.** That is negative. Have you just restored the amplification?

**A.** In short films, partly. Just above the critical length $p\to0$ and $c\to-\alpha$, so nothing is lost at once. In a long film, $p$ follows $\tanh(z/\lambda)$ at distance $z$ from the wall, with $\lambda=\sqrt2\,\xi=1.41$ nm. Its tail is $1-p\approx2e^{-2z/\lambda}$. The condition of zero slope at $z=L/2$ adds an equal reflected tail, so $1-p_e\approx4e^{-L/\lambda}$ and $(1-p_e^2)^2\approx64e^{-2L/\lambda}$. Also

$$1-\langle p^2\rangle\approx\frac1L\int_{-\infty}^{\infty}\text{sech}^2(z/\lambda)\,dz=\frac{2\lambda}{L}.$$

Therefore

$$c\approx-32\,\alpha\,\frac L\lambda\,e^{-2L/\lambda}.$$

The sign means that the film's energy falls slightly as the wall leaves the centre: the free ends attract it. This attraction dies out exponentially with length.

To get numbers between the limits, $p_e$ follows from the length of the profile, $L/2=\int_0^{p_e}\xi\,dp/\sqrt{b-p^2+p^4/2}$, and $\langle p^2\rangle$ from the same integral weighted with $p^2$. At zero bias:

- $L=2.5$ nm, still uniform: $A=2.50$.
- $L=3.5$ nm: $c=-0.64\alpha$, $A=1.62$.
- $L=4$ nm: $c=-0.34\alpha$, $A=1.26$.
- $L=5$ nm: $c=-0.099\alpha$, $A=1.06$.
- $L=10$ nm: $c=-1.6\times10^{-4}\alpha$, $A=1.0001$.

Minimising the energy of the film on 200 grid points, and taking the slope between small positive and negative voltages, gives the same $A$ to the digits shown. With the built-in fields of the previous case, this minimisation gives 0.934 and 0.881. The thin-wall formula gave 0.934 and 0.882; it leaves out that the built-in field raises $|P|$ inside the domains and so stiffens them. Replacing $1/(2\alpha)$ by the average of $1/u''$ over the distorted domains gives 0.934 and 0.881.

**Q.** What should I conclude for a device, and when should I not trust this?

**A.** Capacitance matching, $\alpha tC<1$, is necessary for the unpolarized uniform state, $m=0$, to amplify stably, but it does not protect that state against splitting. In a strip of constant width much longer than $\lambda$, one free wall far from both ends gives $V_{\rm int}\approx V$, and a restoring force strong enough to outweigh the weak pull of the ends puts you below that. Shape matters. In a round film of diameter $D$ a straight wall shortens as it leaves the centre, so $w''=-\pi\sigma/D<0$, with wall energy $\sigma=4kP_0^2/(3\lambda)=0.075$ J/m². The formula for $c$ then gives $c<0$ and $A=1.011$ at $D=40$ nm. This excess falls off roughly as $1/D$, not exponentially. The result $A\approx1$ also ends when the wall reaches an end of the film. For the ideal thin wall this happens at $|m|=P_0$, or $|V|=P_0/C=6.7$ V here. A wall of finite width is drawn out earlier, at about 5.8 V in the continuous film with $L=40$ nm and no built-in field, and $A$ rises above one shortly before.

The inner metal is essential to the argument. Without it, opposite domains put different local charges on the layer below, stray fields appear, and the load energy depends on $d$ as well as $m$. The step that removed $C$ from the stability of $d$ then fails, and the curvature of the split state has to be calculated anew. Leakage onto the inner metal breaks the relation $V_{\rm int}=m/C$. Fast pulses are also outside the model: it says that the uniform state is unstable, not how long the splitting takes.

Nor are the voltages here a design. With $C=0.03$ F/m², the charge of 0.09 C/m² at 3 V would mean a field of $2.6\times10^9$ V/m in a SiO₂ gate layer, which is beyond breakdown, and $5.6\times10^{13}$ electrons per cm² in the channel, more than a silicon transistor normally carries. The amplified uniform state at 1 V is already out of reach for such a layer: its 0.0648 C/m² would mean $1.9\times10^9$ V/m. The capacitance of a real transistor also changes with voltage. Read the results at finite bias, including those at 1 V, as properties of the model.
